# Which d Orbital Is Occupied in Trigonal-Bipyramidal MoCl5?, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The level order for five equal ligands

### The result

Molybdenum in MoCl$_5$ has formal charge $+5$ and one d electron. Let the molecule be a regular trigonal bipyramid with five equal ligands, and let $z$ be its threefold axis. In the angular overlap model each ligand is described by two energies. The first, $e_\sigma$, is the rise of a metal d orbital that points along the bond with σ symmetry. The second, $e_\pi$, is the rise of a d orbital that has π symmetry about the bond. The five d orbitals then have the energies

$$E(a_1')=\tfrac{11}{4}e_\sigma,\qquad E(e')=\tfrac98 e_\sigma+\tfrac32 e_\pi,\qquad E(e'')=\tfrac72 e_\pi .$$

Here $a_1'$ is $d_{z^2}$, the pair $e'$ is $d_{x^2-y^2}$ and $d_{xy}$, and the pair $e''$ is $d_{xz}$ and $d_{yz}$. For $e_\sigma>0$ the electron occupies $e''$ in the ground state if and only if

$$\boxed{\,9e_\sigma>16e_\pi\,}$$

The condition compares two costs. An electron in $e'$ meets σ repulsion from the three equatorial ligands. An electron in $e''$ avoids all σ interaction but meets π repulsion from the two axial ligands. The π interaction with the equatorial ligands is the same for both pairs and drops out.

The statement belongs to a one-electron model. It leaves out spin-orbit coupling, mixing with metal s and p orbitals, and distortion of the bipyramid. Part II estimates these effects.

### Where the ligand energies come from

Take the five d orbitals as degenerate before they interact with the ligands, and put their common energy at zero. Consider first one d orbital and one filled ligand orbital at energy $-D$, with $D>0$. Let $\beta$ be their coupling, and neglect their overlap. If $c$ and $b$ are the amplitudes on the metal and on the ligand, the two equations for an energy $E$ are

$$E\,c=\beta\, b,\qquad (E+D)\,b=\beta\, c .$$

The second gives $b=\beta c/(E+D)$. Inserting this into the first gives

$$E=\frac{\beta^2}{E+D}.$$

For the mainly metallic solution with $|E|\ll D$, the denominator may be replaced by $D$. To leading order the d orbital is therefore raised by $\beta^2/D$. This is the antibonding shift, and it defines

$$e_\lambda=\frac{\beta_\lambda^2}{D_\lambda},\qquad \lambda=\sigma,\pi .$$

A filled chloride p orbital lies below the metal d level, so $D_\lambda>0$ and both parameters are positive. For a π acceptor the relevant ligand orbital is empty and lies above the d level. Then $D_\pi<0$ and $e_\pi<0$. The derivation below allows either sign of $e_\pi$ but takes $e_\sigma>0$.

A ligand σ orbital is unchanged by rotation about its bond. It can couple only to the d function with the same symmetry about that bond, which is a $d_{z^2}$ function turned so that its axis lies along the bond. The two ligand π orbitals likewise couple to the two d functions of π symmetry about the bond. The two remaining d functions have δ symmetry there, and their interaction is neglected.

Each fixed d orbital $d_i$ is a combination of the five functions adapted to ligand $L$. Let $F_{i\lambda}(L)$ be its amplitude on the adapted function $\lambda$. The coupling of $d_i$ to the ligand orbital $\lambda$ is then $\beta_\lambda F_{i\lambda}(L)$. Eliminating all ligand orbitals as above gives the matrix

$$H_{ij}=\sum_L\sum_\lambda e_\lambda\,F_{i\lambda}(L)\,F_{j\lambda}(L).$$

The index $\lambda$ runs over one σ and two π functions for each ligand. Couplings between ligands are neglected. What remains is to find the amplitudes, which are pure geometry.

### The d functions

On the unit sphere, with $x^2+y^2+z^2=1$ and $N=\sqrt{5/4\pi}$, the normalized real d functions are

$$d_{z^2}=\tfrac N2(3z^2-1),\qquad d_{x^2-y^2}=\tfrac{\sqrt3}{2}N(x^2-y^2),$$

$$d_{xy}=\sqrt3N\,xy,\qquad d_{xz}=\sqrt3N\,xz,\qquad d_{yz}=\sqrt3N\,yz .$$

The same list in rotated coordinates gives the functions adapted to a bond.

### Axial ligands

For the ligand at $+z$ the bond axis is the $z$ axis itself. Therefore $d_{z^2}$ is the σ function, with amplitude 1. The functions $d_{xz}$ and $d_{yz}$ are the two π functions, each with amplitude 1. The pair $d_{x^2-y^2}$, $d_{xy}$ has δ symmetry and is not shifted.

For the ligand at $-z$ some π amplitudes may change sign, depending on how the local axes are chosen. Each amplitude enters $H$ as a square here, so the sign has no effect. The two axial ligands together contribute

$$2e_\sigma\ \text{to}\ d_{z^2},\qquad 2e_\pi\ \text{to each of}\ d_{xz},d_{yz},\qquad 0\ \text{to}\ d_{x^2-y^2},d_{xy}.$$

### One equatorial ligand

Let an equatorial ligand lie at azimuth $\varphi$ from the $x$ axis. Let $u$ be the coordinate along its bond and $v$ the coordinate perpendicular to the bond in the equatorial plane. The third local coordinate is $z$. Then

$$x=u\cos\varphi-v\sin\varphi,\qquad y=u\sin\varphi+v\cos\varphi .$$

The local functions are

$$d_\sigma=\tfrac N2(3u^2-1),\qquad d_{\pi\parallel}=\sqrt3N\,uv,\qquad d_{\pi\perp}=\sqrt3N\,uz,$$

$$d_\delta=\tfrac{\sqrt3}{2}N(v^2-z^2),\qquad d_{\delta'}=\sqrt3N\,vz .$$

The labels $\parallel$ and $\perp$ say whether the π function changes sign across the bond within the equatorial plane or perpendicular to it.

For the $e'$ pair, multiply out the coordinates:

$$x^2-y^2=(u^2-v^2)(\cos^2\varphi-\sin^2\varphi)-4uv\sin\varphi\cos\varphi
=(u^2-v^2)\cos2\varphi-2uv\sin2\varphi,$$

$$xy=(u^2-v^2)\sin\varphi\cos\varphi+uv(\cos^2\varphi-\sin^2\varphi)
=\tfrac12(u^2-v^2)\sin2\varphi+uv\cos2\varphi .$$

The combination $u^2-v^2$ must be separated into its σ and δ parts. Since $v^2+z^2=1-u^2$,

$$v^2=\tfrac12\left[(v^2+z^2)+(v^2-z^2)\right]=\tfrac12\left[1-u^2+(v^2-z^2)\right],$$

and hence

$$u^2-v^2=\tfrac12(3u^2-1)-\tfrac12(v^2-z^2).$$

Multiplying by the normalization factors gives

$$d_{x^2-y^2}=\tfrac{\sqrt3}{2}\cos2\varphi\;d_\sigma-\sin2\varphi\;d_{\pi\parallel}-\tfrac12\cos2\varphi\;d_\delta,$$

$$d_{xy}=\tfrac{\sqrt3}{2}\sin2\varphi\;d_\sigma+\cos2\varphi\;d_{\pi\parallel}-\tfrac12\sin2\varphi\;d_\delta .$$

The squared amplitudes in each line add to 1, as a rotation requires. In the first line, for example, they are $(\frac34+\frac14)\cos^22\varphi+\sin^22\varphi=1$.

For $d_{z^2}$ use $z^2=\frac12[1-u^2-(v^2-z^2)]$. Then

$$3z^2-1=-\tfrac12(3u^2-1)-\tfrac32(v^2-z^2),$$

so that

$$d_{z^2}=-\tfrac12d_\sigma-\tfrac{\sqrt3}{2}d_\delta .$$

The σ amplitude is $-\frac12$ at any azimuth. It comes from the ring of $d_{z^2}$ in the equatorial plane, whose sign is opposite to that of the axial lobes.

The last two functions contain one factor $z$, and substitution gives directly

$$d_{xz}=\cos\varphi\;d_{\pi\perp}-\sin\varphi\;d_{\delta'},\qquad
d_{yz}=\sin\varphi\;d_{\pi\perp}+\cos\varphi\;d_{\delta'} .$$

They have no σ part, because both vanish in the equatorial plane, where the bond lies.

### Sum over the three equatorial ligands

The azimuths are $0^\circ$, $120^\circ$ and $240^\circ$. Three unit vectors separated by $120^\circ$ add to zero, so

$$\sum\cos\varphi=\sum\sin\varphi=0 .$$

Doubling the angles gives $0^\circ,240^\circ,480^\circ$, which are the same three directions in another order. Doubling once more does the same. Hence the sums of $\cos2\varphi$, $\sin2\varphi$, $\cos4\varphi$ and $\sin4\varphi$ also vanish. From $\cos^2a=\frac12(1+\cos2a)$ and $\sin^2a=\frac12(1-\cos2a)$ it follows that

$$\sum\cos^2\varphi=\sum\sin^2\varphi=\sum\cos^22\varphi=\sum\sin^22\varphi=\tfrac32,$$

and from $\sin a\cos a=\frac12\sin2a$ that

$$\sum\sin\varphi\cos\varphi=\sum\sin2\varphi\cos2\varphi=0 .$$

The equatorial contributions to the diagonal elements are therefore

$$d_{z^2}:\quad 3\left(\tfrac12\right)^2e_\sigma=\tfrac34e_\sigma,$$

$$d_{x^2-y^2}:\quad \tfrac34e_\sigma\sum\cos^22\varphi+e_\pi\sum\sin^22\varphi=\tfrac98e_\sigma+\tfrac32e_\pi,$$

$$d_{xz}:\quad e_\pi\sum\cos^2\varphi=\tfrac32e_\pi .$$

The element for $d_{xy}$ equals that for $d_{x^2-y^2}$, with sine and cosine exchanged. The element for $d_{yz}$ equals that for $d_{xz}$ for the same reason.

The off-diagonal elements must vanish if these numbers are to be the levels. Between $d_{x^2-y^2}$ and $d_{xy}$ the element is

$$\left(\tfrac34e_\sigma-e_\pi\right)\sum\sin2\varphi\cos2\varphi=0 .$$

Between $d_{z^2}$ and the $e'$ functions the elements are $-\frac{\sqrt3}{4}e_\sigma\sum\cos2\varphi$ and $-\frac{\sqrt3}{4}e_\sigma\sum\sin2\varphi$, both zero. Between $d_{xz}$ and $d_{yz}$ the element is $e_\pi\sum\sin\varphi\cos\varphi=0$. Finally, $d_{xz}$ and $d_{yz}$ have amplitude only on $d_{\pi\perp}$, whereas the other three orbitals have none there, so no product connects the two groups. The axial ligands add no off-diagonal element. The matrix is diagonal.

### The levels and the condition

Adding the axial contributions gives

$$E(a_1')=2e_\sigma+\tfrac34e_\sigma=\tfrac{11}{4}e_\sigma,\qquad
E(e')=\tfrac98e_\sigma+\tfrac32e_\pi,\qquad
E(e'')=2e_\pi+\tfrac32e_\pi=\tfrac72e_\pi .$$

The sum over all five orbitals provides a check. It is

$$\tfrac{11}{4}e_\sigma+2\left(\tfrac98e_\sigma+\tfrac32e_\pi\right)+2\cdot\tfrac72e_\pi=5e_\sigma+10e_\pi,$$

which is one σ and two π interactions for each of five ligands.

The two pairs differ by

$$E(e')-E(e'')=\tfrac98e_\sigma+\tfrac32e_\pi-\tfrac72e_\pi=\tfrac98e_\sigma-2e_\pi=\frac{9e_\sigma-16e_\pi}{8}.$$

This is positive if and only if $9e_\sigma>16e_\pi$. For $e''$ to be the ground level it must also lie below $a_1'$:

$$E(a_1')-E(e'')=\frac{11e_\sigma-14e_\pi}{4}>0 .$$

This second requirement adds nothing new. If $e_\pi>0$, the first condition gives $e_\sigma>\frac{16}{9}e_\pi$, and $\frac{16}{9}$ is larger than $\frac{14}{11}$. If $e_\pi\le0$, both differences are positive because $e_\sigma>0$. Thus $9e_\sigma>16e_\pi$ is both necessary and sufficient.

### What happens on the other side

At $9e_\sigma=16e_\pi$ the pairs $e'$ and $e''$ are degenerate, and the model gives no preference between these four orbitals. Just below that ratio the electron enters $e'$. It does not remain there for arbitrarily weak σ interaction, because

$$E(a_1')-E(e')=\tfrac{13}{8}e_\sigma-\tfrac32e_\pi=\frac{13e_\sigma-12e_\pi}{8}$$

changes sign as well. For $e_\pi>0$ the ground orbital is therefore

- $e''$ for $e_\sigma/e_\pi>16/9\approx1.78$;
- $e'$ for $12/13<e_\sigma/e_\pi<16/9$;
- $a_1'$ for $e_\sigma/e_\pi<12/13\approx0.92$.

The last case has a simple origin. The orbital $d_{z^2}$ has no π interaction with any of the five ligands, so it becomes the cheapest when σ interaction is weak.

These three ranges were tested with 400 random parameter pairs, with $e_\sigma$ between 0.05 and 2 eV and $e_\pi$ between $-0.5$ and 1.5 eV. The amplitudes were obtained by integrating rotated d functions over the sphere, and the matrix was diagonalized. The lowest orbital was $e''$ in 220 cases, $e'$ in 76 and $a_1'$ in 104, in each case as the inequalities require.

## Part II. MoCl$_5$ and the limits of the model

### Symbols and results carried over

The $z$ axis is the threefold axis. A ligand raises a d orbital of σ symmetry about its bond by $e_\sigma=\beta_\sigma^2/D$ and one of π symmetry by $e_\pi=\beta_\pi^2/D$. Here $\beta_\lambda$ is a metal-ligand coupling, and $D$ is the depth of the ligand orbital below the d level. For equal ligands

$$E(a_1')=\tfrac{11}{4}e_\sigma,\qquad E(e')=\tfrac98e_\sigma+\tfrac32e_\pi,\qquad E(e'')=\tfrac72e_\pi,$$

and $e''$, the pair $d_{xz},d_{yz}$, is lowest when $9e_\sigma>16e_\pi$. The pair $e'$ is $d_{x^2-y^2},d_{xy}$. An equatorial ligand at azimuth $\varphi$ has σ amplitude $\frac{\sqrt3}{2}\cos2\varphi$ and in-plane π amplitude $-\sin2\varphi$ in $d_{x^2-y^2}$.

### Numbers for a MoCl$_5$ molecule

Take the rough values $e_\sigma=1.20$ eV and $e_\pi=0.25$ eV. Then

$$9e_\sigma=10.80\ \text{eV},\qquad 16e_\pi=4.00\ \text{eV},$$

so for these assumed values the condition holds with a wide margin. The ratio $e_\sigma/e_\pi$ is 4.80, against the required 1.78. The levels are

$$E(e'')=3.5\times0.25=0.875\ \text{eV},$$

$$E(e')=1.125\times1.20+1.5\times0.25=1.725\ \text{eV},$$

$$E(a_1')=2.75\times1.20=3.300\ \text{eV}.$$

The gap between the two pairs is $0.85$ eV, or about $6900\ \text{cm}^{-1}$. It changes by $\frac98$ of any change in $e_\sigma$ and by $-2$ times any change in $e_\pi$. With $e_\sigma$ held at 1.20 eV, $e_\pi$ would have to reach $10.80/16\approx0.68$ eV before the order reversed.

### The model beside the real substance

MoCl$_5$ is a volatile molybdenum source for vapour deposition. The model describes its monomer in the vapour, idealized as a regular bipyramid; it does not establish that this is the equilibrium shape. The crystal consists of Mo$_2$Cl$_{10}$ units, in which two chlorides bridge the metal atoms and each molybdenum has six neighbours, so the present level scheme does not apply to the solid. The parameters are not fitted to a measurement. Their scale can be judged from a regular octahedron, where the same model gives $3e_\sigma$ for the upper set and $4e_\pi$ for the lower set. The splitting is $3e_\sigma-4e_\pi=2.6$ eV, a reasonable rough size for a highly charged 4d ion with chloride ligands. This supports one combination of the parameters, not each value separately. The pair $e_\sigma=1.60$ eV, $e_\pi=0.55$ eV gives the same 2.6 eV, but a ratio of only 2.9 and a gap of 0.70 eV. The ratio 4.80 should therefore not be read as a property of MoCl$_5$. In the real monomer the assumption of five equal bonds is also broken, since symmetry does not make axial and equatorial bonds equal. The next section shows how far a rough 20% reduction of either the axial or the equatorial parameters moves the gap.

For five equal ligands in a regular trigonal bipyramid, the model places the electron in $e''$ when $9e_\sigma>16e_\pi$, and the rough values assumed for MoCl$_5$ satisfy this with a gap of 0.85 eV. It remains to estimate how unequal bonds, the finite depth of the ligand orbitals, spin-orbit coupling, metal s and p orbitals, temperature and bending affect this result.

Numbers in the example were calculated in double precision.
